\section*{Metal-induced gap states at a one-dimensional equal-mass potential step}

\section{Definitions and conventions}

An electron moves along $x$ in the potential
\begin{equation}
U(x)=\begin{cases}0,&x<0\quad\text{(metal)}\\ V,&x>0\quad\text{(barrier)}\end{cases}
\end{equation}
with the same mass $m$ on both sides. Energy $E$ is measured from the bottom of the metal band, and $0<E<V$. In a metal--semiconductor contact, $V$ stands for the conduction-band edge of the semiconductor, so $V-E$ is the depth of the energy $E$ below that edge. The barrier fills all of $x>0$.

At these energies the barrier has no propagating states, but metal states reach into it with decaying tails. These tails are the metal-induced gap states of the model. They are parts of metal states and not additional levels. To count them, let $\psi_n$ be the normalized state of energy $E_n$ and let
\begin{equation}
w_n=\int_0^\infty|\psi_n(x)|^2\,dx
\end{equation}
be its weight in the barrier. The integrated barrier-side density of states per spin is
\begin{equation}
N(E)=\sum_n w_n\,\delta(E-E_n)\;\longrightarrow\; w\,\frac{dn}{dE},
\label{def}
\end{equation}
where the arrow holds once the levels are dense enough to be treated as a continuum. Since $w$ is a pure number, $N$ has the unit of inverse energy. Spin doubles it. The wave number in the metal and the decay constant in the barrier are
\begin{equation}
k=\frac{\sqrt{2mE}}{\hbar},\qquad \kappa=\frac{\sqrt{2m(V-E)}}{\hbar},\qquad k^2+\kappa^2=\frac{2mV}{\hbar^2}.
\label{kk}
\end{equation}

\section{A metal of finite thickness}

Discrete levels can be counted, so I place a hard wall at $x=-L$. The simplest case is $V\to\infty$: the wave vanishes at both ends of the metal, $kL=n\pi$, and $w_n=0$. For finite $V$ the solution that vanishes at the wall and stays finite in the barrier is
\begin{equation}
\psi=\begin{cases}A\sin k(x+L),&-L<x<0\\ B\,e^{-\kappa x},&x>0.\end{cases}
\end{equation}
Continuity of $\psi$ and $\psi'$ at $x=0$ requires
\begin{equation}
B=A\sin kL,\qquad kA\cos kL=-\kappa B .
\end{equation}
Dividing the first condition by the second gives
\begin{equation}
\tan kL=-\frac{k}{\kappa}\quad\Longrightarrow\quad kL+\arctan\frac{k}{\kappa}=n\pi,\qquad n=1,2,\dots
\label{quant}
\end{equation}
For $V\to\infty$ the arctangent vanishes and the hard-wall levels return. From the tangent follow the two quantities needed for normalization:
\begin{align}
\sin^2kL&=\frac{\tan^2kL}{1+\tan^2kL}=\frac{k^2}{k^2+\kappa^2}=\frac{E}{V},\label{sin2}\\
\sin 2kL&=\frac{2\tan kL}{1+\tan^2kL}=-\frac{2k\kappa}{k^2+\kappa^2}.
\end{align}
The metal and barrier parts of the norm are
\begin{align}
\int_{-L}^0|\psi|^2dx&=A^2\left[\frac L2-\frac{\sin2kL}{4k}\right]
=A^2\left[\frac L2+\frac{\kappa}{2(k^2+\kappa^2)}\right],\\
\int_0^\infty|\psi|^2dx&=\frac{B^2}{2\kappa}=A^2\,\frac{k^2}{2\kappa(k^2+\kappa^2)} .
\end{align}
In their sum, the two terms without $L$ combine to $(\kappa^2+k^2)/[2\kappa(k^2+\kappa^2)]=1/(2\kappa)$. The total norm is therefore $A^2(L+1/\kappa)/2$, and
\begin{equation}
w=\frac{A^2(E/V)/(2\kappa)}{A^2(L+1/\kappa)/2}=\frac{E/V}{\kappa L+1}.
\label{w}
\end{equation}
For a thick metal, $\kappa L\gg1$, the weight falls as $1/L$, because one level is spread over the whole metal. For $E\to V$ at fixed $L$ it tends to one: the tail is then much longer than the metal.

\section{From one level to a density}

Equation~\eqref{quant} defines $n$ as a smooth function of energy. To differentiate it, write $k_0^2=k^2+\kappa^2$, which is fixed by $V$. Then $\arctan(k/\kappa)=\arcsin(k/k_0)$, whose derivative is $1/\sqrt{k_0^2-k^2}=1/\kappa$. With $dk/dE=m/(\hbar^2k)$,
\begin{equation}
\frac{dn}{dE}=\frac1\pi\left(L+\frac1\kappa\right)\frac{m}{\hbar^2k}.
\label{dn}
\end{equation}
The same length $L+1/\kappa$ appears in the norm and in the level density. It cancels in the product:
\begin{equation}
w\,\frac{dn}{dE}=\frac{E/V}{\kappa(L+1/\kappa)}\,\frac{L+1/\kappa}{\pi}\,\frac{m}{\hbar^2k}
=\frac EV\,\frac{m}{\pi\hbar^2k\kappa}.
\end{equation}
From \eqref{kk}, $\hbar^2k\kappa/m=2\sqrt{E(V-E)}$, so
\begin{equation}
\boxed{N(E)=\frac{E}{2\pi V\sqrt{E(V-E)}}=\frac{1}{2\pi V}\sqrt{\frac{E}{V-E}}}
\label{main}
\end{equation}
per spin. The cancellation of $L$ used no approximation. A thick metal is needed for the spectrum to be a continuum, not for the value of the product at a level.

The mass has cancelled too. A larger common mass shortens the tail as $m^{-1/2}$, while the density of metal states per length grows as $m^{1/2}$, and the squared amplitude ratio $B^2/A^2=E/V$ does not contain $m$.

\subsection*{Limits}

At low energy $N\simeq\sqrt{E}/(2\pi V^{3/2})$, which vanishes with $E$ and also for an impenetrable step. At $E=V/2$, where $k=\kappa$, $N=1/(2\pi V)$. For $E\to V$ it diverges as $(V-E)^{-1/2}$. The next section traces this divergence to the length of the tail. It requires a barrier much thicker than the tail, and fails close to $V$ in any barrier of finite thickness.

\subsection*{The same result from a half-infinite metal}

Without the wall, a wave of unit amplitude arrives from the left: $\psi=e^{ikx}+Re^{-ikx}$ for $x<0$ and $\psi=te^{-\kappa x}$ for $x>0$. Matching gives $1+R=t$ and $ik(1-R)=-\kappa t$, or $1-R=i\kappa t/k$. Adding the two relations eliminates $R$:
\begin{equation}
t=\frac{2k}{k+i\kappa},\qquad |t|^2=\frac{4k^2}{k^2+\kappa^2}=\frac{4E}{V}.
\end{equation}
There are $dk/2\pi$ incoming states per unit length in $dk$, each with barrier integral $|t|^2/(2\kappa)$. Hence
\begin{equation}
N=\frac1{2\pi}\frac{m}{\hbar^2k}\,\frac{4E}{V}\,\frac1{2\kappa}=\frac EV\frac{m}{\pi\hbar^2k\kappa},
\end{equation}
as before.

\section{Where the states are}

The normalized shape of a tail is $2\kappa e^{-2\kappa x}$. The local density of states per spin is therefore
\begin{equation}
D(x,E)=2\kappa N(E)\,e^{-2\kappa x},\qquad \langle x\rangle=\frac1{2\kappa}.
\label{local}
\end{equation}
At the interface, $\kappa\sqrt{E/(V-E)}=k$ gives
\begin{equation}
D(0,E)=\frac{k}{\pi V},
\end{equation}
which stays finite at $E\to V$. The divergence of $N$ thus comes from the growing depth $1/(2\kappa)$, not from the density at the interface.

As a limit, compare with the average density deep in the metal, $(1/\pi)\,dk/dE=k/(2\pi E)$. The ratio is $2E/V$. It tends to 2 at $E\to V$, where the standing wave has an antinode at the interface, and to 0 for an impenetrable step, where it has a node.

\section{The number of states below a given energy}

The count up to $E$ follows from the substitution $E'=V\sin^2\theta'$. Then $N=\tan\theta'/(2\pi V)$ and $dE'=2V\sin\theta'\cos\theta'\,d\theta'$, so
\begin{align}
C(E)&=\int_0^E N(E')\,dE'=\frac1\pi\int_0^{\theta}\sin^2\theta'\,d\theta'
=\frac{\theta-\sin\theta\cos\theta}{2\pi}\notag\\
&=\frac1{2\pi}\left[\arcsin\sqrt{\frac EV}-\frac{\sqrt{E(V-E)}}{V}\right].
\label{count}
\end{align}
For small $E$, $\theta-\sin\theta\cos\theta\simeq 2\theta^3/3$ and $C\simeq(E/V)^{3/2}/(3\pi)$, the integral of the low-energy form of $N$. At the top of the step $\theta=\pi/2$ and $C(V)=1/4$. In the continuum limit, all the tails below $V$ together hold a quarter of a state per spin, whatever the step height and the common mass. For a metal of finite thickness the sum of $w_n$ over levels differs from this. With $V=12.7$ eV, the free-electron mass and $L$ near 20 nm it is typically 0.22 to 0.24, and it is much larger when the top level lies very close to $V$, where $w\to1$. The divergence of $N$ is integrable.

\section{Different masses on the two sides}

Let the masses be $m_{\rm M}$ in the metal and $m_{\rm B}=r\,m_{\rm M}$ in the barrier. Current conservation now requires continuity of $\psi$ and $\psi'/m$. The second matching condition becomes $kA\cos kL/m_{\rm M}=-\kappa B/m_{\rm B}$, so $\tan kL=-rk/\kappa$. Since $\kappa^2/k^2=r(V-E)/E$,
\begin{equation}
\sin^2kL=\frac{r^2k^2}{r^2k^2+\kappa^2}=\frac{rE}{rE+V-E}.
\end{equation}
In the thick-metal limit the norm is $A^2L/2$ and $dn/dE=(L/\pi)\,m_{\rm M}/(\hbar^2k)$. The weight is $w=\sin^2kL/(\kappa L)$, and with $\hbar^2k\kappa/m_{\rm M}=2\sqrt{r}\sqrt{E(V-E)}$
\begin{equation}
N_r(E)=\frac{\sin^2kL}{\pi\kappa}\frac{m_{\rm M}}{\hbar^2k}
=\frac{\sqrt r}{2\pi(rE+V-E)}\sqrt{\frac{E}{V-E}} .
\label{nr}
\end{equation}
At $r=1$ the denominator contains $E+V-E=V$ and \eqref{main} returns. Relative to equal masses the factor is $\sqrt r\,V/(rE+V-E)$. It vanishes for both very light and very heavy barrier masses and is largest at $r=(V-E)/E$, where $k/m_{\rm M}=\kappa/m_{\rm B}$. The independence of mass therefore belongs to the equal-mass step.

\section{A planar contact}

For a flat interface and equal isotropic masses, the transverse wave vector $\mathbf q$ is conserved. Motion along $x$ then has the energy $E-\varepsilon$, with $\varepsilon=\hbar^2q^2/2m$. Using $d^2q=2\pi q\,dq$ and $q\,dq=m\,d\varepsilon/\hbar^2$, the density per area and spin is
\begin{equation}
D_A(E)=\int\!\frac{d^2q}{(2\pi)^2}\,N(E-\varepsilon)
=\frac{m}{2\pi\hbar^2}\int_0^E\! N(E-\varepsilon)\,d\varepsilon=\frac{m\,C(E)}{2\pi\hbar^2}.
\label{area}
\end{equation}
The mass reappears because it sets the number of transverse states. At $E\to V$ the result is finite, $m/(8\pi\hbar^2)$. States with transverse motion lie deeper below the barrier top, by $\varepsilon$, so their tails are shorter than $1/(2\kappa)$ evaluated at $\varepsilon=0$.

\section{Worked example: numbers like those of aluminium on silicon}

I take a metal band filled to $E=12$ eV and a Schottky barrier $V-E=0.7$ eV, so $V=12.7$ eV. These are rough typical values for aluminium on n-type silicon. The free-electron mass is used on both sides, with $\hbar^2/2m=0.0381$ eV\,nm$^2$. At the Fermi level
\begin{align}
N&=\frac{1}{2\pi(12.7\ \text{eV})}\sqrt{\frac{12}{0.7}}=0.0519\ \text{eV}^{-1}\ \text{per spin},\\
\kappa&=\sqrt{\frac{0.7}{0.0381}}\ \text{nm}^{-1}=4.29\ \text{nm}^{-1},\qquad \frac1{2\kappa}=0.117\ \text{nm}.
\end{align}
With both spins $N=0.104$ eV$^{-1}$. The local density at the interface is $2\kappa N=0.445$ eV$^{-1}$nm$^{-1}$ per spin. At a depth of 0.5 nm it has fallen to $e^{-4.29}=0.014$ of that value.

A 20 nm metal shows how a level contributes. Diagonalizing the finite-difference Hamiltonian gives a level at 11.911 eV, a few meV below the solution 11.915 eV of \eqref{quant}; the difference is discretization error. At this energy the barrier weight from \eqref{w} is 0.0102 and the level density from \eqref{dn} is 4.78 eV$^{-1}$. A level near this energy thus has about one per cent of its probability in the barrier; levels deeper in the band have less. The product, with unrounded factors, is 0.0487 eV$^{-1}$, the value of \eqref{main} at that energy.

For the planar contact, \eqref{count} gives $C=0.176$ per spin. With $m/(2\pi\hbar^2)=1/[4\pi(\hbar^2/2m)]$ and both spins,
\begin{equation}
2D_A=\frac{2\times0.176}{4\pi(0.0381\ \text{eV\,nm}^2)}=7.35\times10^{13}\ \text{cm}^{-2}\text{eV}^{-1}.
\end{equation}
If the Fermi level moves by 0.1 eV relative to this spectrum, and the density is held constant over the shift, the charge in the tails changes by $7.4\times10^{12}$ elementary charges per cm$^2$, or 1.2 $\mu$C/cm$^2$.

For comparison, take a donor density of $10^{17}$ cm$^{-3}$, fully ionized, at 300 K. A conduction-band density-of-states mass of 1.08 free-electron masses puts the bulk Fermi level 0.146 eV below the band edge, which leaves a band bending $\phi=0.554$ eV. With relative permittivity $\epsilon_r=11.7$, and with the depletion layer treated as free of mobile electrons up to a sharp edge, its width is
\begin{equation}
W=\sqrt{\frac{2\epsilon_r\epsilon_0\phi}{e^2N_{\rm d}}}=84.7\ \text{nm},
\end{equation}
where $\phi$ is an energy. The depletion charge $N_{\rm d}W$ is $8.5\times10^{11}$ elementary charges per cm$^2$. Mobile electrons near the edge of the layer would lower it by about 2\%, which does not affect the comparison below. The gap-state charge for a 0.1 eV shift is nearly nine times larger. This shift keeps the barrier edge fixed relative to the metal band. If instead the barrier edge moves by 0.1 eV while the metal filling stays fixed, the charge in the tails changes by $4.8\times10^{12}$ elementary charges per cm$^2$, 5.7 times the depletion charge. With free-electron masses on both sides and at this doping, the tails can therefore take up much more charge than the depletion layer. The model does not predict the barrier height itself: with a single band it has no energy at which the gap states are neutral.

\section{What the example leaves out}

\paragraph{Barrier mass.} Silicon's conduction valleys have masses of roughly 0.19 and 0.92 free-electron masses along their principal axes. With the band edge and barrier held fixed, \eqref{nr} multiplies $N$ by
\begin{equation}
\frac{\sqrt{0.19}\times12.7}{0.19\times12+0.7}=1.86
\end{equation}
for the light mass and by 1.04 for the heavy one. The light mass also lengthens the tail to 0.27 nm. These are one-dimensional estimates for motion along a principal axis, not a sum over valleys. They do not carry over to the areal density, because a light barrier mass also raises the barrier for transverse motion, by $\hbar^2q^2/2m_{\rm B}$. With an isotropic barrier mass of 0.19, the integral over $\mathbf q$ gives $2D_A=2.1\times10^{13}$ cm$^{-2}$eV$^{-1}$ instead of $7.35\times10^{13}$. Moving the barrier edge by 0.1 eV at fixed metal filling then changes the charge in the tails by only 1.6 times the depletion charge.

\paragraph{Valence band.} In a gap, the decay constant must fall again towards the valence edge. Two bands with edges $E_c$ and $E_v$, coupled by a term $Pk$, obey $(E-E_c)(E-E_v)=P^2k^2$. Near $E_c$ this is $E-E_c\simeq P^2k^2/E_g$, with $E_g=E_c-E_v$, so a band-edge mass $m$ means $P^2=E_g\hbar^2/2m$. Setting $k=i\kappa$ gives
\begin{equation}
\kappa^2=\frac{2m}{\hbar^2}\,\frac{(E_c-E)(E-E_v)}{E_g}.
\end{equation}
With $E_g=1.12$ eV the Fermi level is 0.42 eV above $E_v$. The one-band $\kappa^2$ is multiplied by $0.42/1.12=0.375$, and the depth rises from 0.117 to 0.19 nm for the free mass. This is the depth in a model with both band edges at the same wave vector and with equal masses. Silicon has neither, and its light holes allow longer tails, so 0.19 nm should not be read as its tail depth. The density is not sized here, because it also depends on the mixture of the two bands.

\paragraph{Image potential.} The attraction of an electron to its image lowers the barrier by $e^2/(16\pi\epsilon_r\epsilon_0x)$. I cut the lowered potential off at the metal band bottom and diagonalized the Hamiltonian by finite differences, for 20 nm of metal and 4 nm of barrier with a grid spacing of 0.0025 nm. At the level nearest 12 eV, the barrier weight times the level density is about 1.3 times \eqref{main}. About a quarter of this weight lies within roughly 0.04 nm of the interface, where the lowered potential is below $E$ and the wave does not decay. The classical image law with the static permittivity is itself doubtful at 0.1 nm, so this factor shows a size and is not a correction to apply.

\paragraph{Temperature, field and tunnelling.} Averaging $N$ with the derivative of the Fermi function at 300 K, by quadrature, raises it by 0.2\%. The largest depletion field, $2\phi/(eW)=0.13$ MV/cm, is 0.44 of a rough silicon breakdown field of 0.3 MV/cm. It changes the potential by 1.5 meV over the tail depth, which is negligible beside 0.7 eV. The donor density is 0.4\% of the effective density of conduction-band states, so the bulk is not degenerate. For an electron at the bulk band edge, with the light mass and a parabolic barrier $\phi(1-x/W)^2$, the tunnelling exponent $2\int_0^W\kappa\,dx$ is 141. Tunnelling through the whole depletion layer at that energy is negligible. Much heavier doping narrows the layer and can change this conclusion.

\paragraph{The real contact.} The band depth, barrier and doping lie in the range of ordinary aluminium--silicon contacts. The free-electron mass is a fair starting point for aluminium but not for silicon. The smooth, structureless barrier is also a strained assumption: the tail depth is 0.86 of the 0.136 nm spacing of silicon (001) layers, so about two thirds of the tail's weight lies within the first layer spacing, where bonding and the atomic potential matter. The effects sized above change $N$ by factors up to about 1.9 and the depth by up to about 2.3, each taken separately. These factors are not bounds for silicon. A light-hole mass near 0.2, taken 0.42 eV above the valence edge, gives a one-band depth of about 0.34 nm, nearly three times 0.117 nm. The effect of interface bonding is not estimated. The areal density falls by a factor of about 3.6 when the barrier mass alone is changed to 0.19. The value $7.35\times10^{13}$ cm$^{-2}$eV$^{-1}$ therefore belongs to the equal-mass model and is not a prediction for a real contact.

Numerical values quoted here were computed with a short program.
